**Nucleation barrier for a clean mask in selective epitaxy**

The program tests the relation W = kT ln(J0 t/N), where W is the nucleation barrier, J0 the rate prefactor, t the growth time, T the temperature and N the mean density of nuclei. For J0 = 1e20 cm^-2 s^-1, t = 100 s, T = 900 K and N = 1 cm^-2 it prints W = 3.929 eV. It solves a chain of cluster rate equations for a model with round parameters and asserts that the steady flux agrees with the rate law within 2% and that the lag is below one thousandth of the growth time. A root search on the same chain finds a barrier of 3.9288 eV, and the program asserts agreement with the formula within 0.005 eV. It also asserts the critical size, the barrier height and the Zeldovich factor against direct maximization and numerical curvature. A 5% rise in driving energy per atom, at fixed surface term and attachment frequency, raises the rate by a factor of 122.4 in both the chain and the formula. Random sampling of independent sites supports the Poisson probability of a clean square centimetre, 0.368 at the target density.

## Verification by program

```python
"""
Result under test: a mean density N of nuclei after time t at temperature T,
with nucleation rate J = J0 exp(-W/kT), requires W = kT ln(J0 t/N).
For J0 = 1e20 cm^-2 s^-1, t = 100 s, T = 900 K, N = 1 cm^-2: W near 3.9 eV.

Symbols: W barrier (eV), J0 prefactor (cm^-2 s^-1), kT thermal energy (eV),
D driving energy per atom (eV), A surface coefficient (eV) in the cluster work
W(n) = -n D + A n^(2/3), w attachment frequency (1/s), Ns site density (cm^-2),
Z Zeldovich factor, n* critical size.
The independent road is the full chain of cluster rate equations, solved with
extended precision because cluster densities span many orders of magnitude.
"""
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.optimize import brentq, minimize_scalar

mp.mp.dps = 60
K_EV = constants.k / constants.e
HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]

prefactor = 1e20
duration = 100.0
temperature = 900.0
target_density = 1.0
kT = K_EV * temperature

# Derived formula for the barrier
log_factor = np.log(prefactor * duration / target_density)
barrier = kT * log_factor
decade_shift = kT * np.log(10)

# Round model parameters for the cluster chain
site_density = 1e15
drive = 0.2
largest_size = 150


def surface_coefficient(work, driving):
    return (27 * work * driving**2 / 4) ** (1 / 3)


surface = surface_coefficient(barrier, drive)
critical_size = 2 * barrier / drive
zeldovich = np.sqrt(drive / (6 * np.pi * kT * critical_size))
attachment = prefactor / (zeldovich * site_density)


def solve_tridiagonal(lower, diagonal, upper, source):
    """Gaussian elimination for a tridiagonal system."""
    size = len(diagonal)
    diag, rhs = list(diagonal), list(source)
    for i in range(1, size):
        factor = lower[i] / diag[i - 1]
        diag[i] -= factor * upper[i - 1]
        rhs[i] -= factor * rhs[i - 1]
    result = [mp.mpf(0)] * size
    result[-1] = rhs[-1] / diag[-1]
    for i in range(size - 2, -1, -1):
        result[i] = (rhs[i] - upper[i] * result[i + 1]) / diag[i]
    return result


def cluster_chain(surf, driving):
    """Steady flux (cm^-2 s^-1) and lag (s), starting with single atoms only.

    Single atoms are held at equilibrium; clusters of largest_size are removed.
    """
    thermal, freq = mp.mpf(kT), mp.mpf(attachment)
    work = [mp.mpf(0)] + [
        -n * mp.mpf(driving) + mp.mpf(surf) * mp.mpf(n) ** (mp.mpf(2) / 3)
        for n in range(1, largest_size + 1)
    ]
    monomers = site_density * mp.exp(-work[1] / thermal)
    sizes = range(2, largest_size)
    loss = {n: freq * mp.exp((work[n] - work[n - 1]) / thermal)
            for n in range(2, largest_size + 1)}
    lower = [-freq for n in sizes]
    diagonal = [freq + loss[n] for n in sizes]
    upper = [-loss[n + 1] for n in sizes]
    source = [mp.mpf(0) for n in sizes]
    source[0] = freq * monomers
    steady = solve_tridiagonal(lower, diagonal, upper, source)
    # Time integral of the deficit from the steady state gives the lag
    deficit = solve_tridiagonal(lower, diagonal, upper, steady)
    return float(freq * steady[-1]), float(deficit[-1] / steady[-1])


# Critical size and barrier height against direct maximization
top = minimize_scalar(lambda n: n * drive - surface * n ** (2 / 3),
                      bounds=(2, 140), method="bounded",
                      options={"xatol": 1e-8})
assert abs(top.x / critical_size - 1) < 1e-4
assert abs(-top.fun - barrier) < 1e-8

# Zeldovich factor against numerical curvature of the cluster work
step = 0.01
work_at = lambda n: -n * drive + surface * n ** (2 / 3)
curvature = (work_at(critical_size + step) - 2 * work_at(critical_size)
             + work_at(critical_size - step)) / step**2
assert abs(np.sqrt(-curvature / (2 * np.pi * kT)) / zeldovich - 1) < 1e-4

# Steady flux: full chain against the rate law (Gaussian sum, hence 2 percent)
chain_flux, lag = cluster_chain(surface, drive)
law_flux = prefactor * np.exp(-barrier / kT)
assert abs(chain_flux / law_flux - 1) < 0.02
assert 0 < lag < 1e-3 * duration
chain_density = chain_flux * (duration - lag)


# Barrier at which the full chain yields the target density
def log_excess(work):
    flux, delay = cluster_chain(surface_coefficient(work, drive), drive)
    return np.log(flux * (duration - delay) / target_density)


chain_barrier = brentq(log_excess, 3.5, 4.4, xtol=1e-7)
assert abs(chain_barrier - barrier) < 0.005
assert abs(barrier - 3.9) < 0.05

# Response to a stronger driving energy at fixed surface term and attachment
ratio = 1.05
exponential_gain = np.exp(barrier / kT * (1 - 1 / ratio**2))
predicted_gain = ratio**2 * exponential_gain
chain_gain = cluster_chain(surface, ratio * drive)[0] / chain_flux
assert abs(chain_gain / predicted_gain - 1) < 0.02

# Clean-area probability: sampling of many independent sites on 1 cm^2
clean_goal = 0.99
strict_density = -np.log(clean_goal)
strict_barrier = kT * np.log(prefactor * duration / strict_density)
rng = np.random.default_rng(7)
sites, samples = 10**6, 200000
clean_probability = np.exp(-target_density)
for density, expected in ((target_density, clean_probability),
                          (strict_density, clean_goal)):
    counts = rng.binomial(sites, density / sites, size=samples)
    spread = np.sqrt(expected * (1 - expected) / samples)
    assert abs(np.mean(counts == 0) - expected) < 5 * spread

# Hotter mask with the same barrier: direct rate against the power form
hot_temperature = 950.0
hot_density = prefactor * duration * np.exp(-barrier / (K_EV * hot_temperature))
power_form = prefactor * duration * (
    target_density / (prefactor * duration)) ** (temperature / hot_temperature)
assert abs(hot_density / power_form - 1) < 1e-9

print(f"Prefactor J0: {prefactor:.1e} cm^-2 s^-1")
print(f"Duration: {duration:.0f} s")
print(f"Temperature: {temperature:.0f} K")
print(f"Target mean density: {target_density:.0f} cm^-2")
print(f"Thermal energy kT: {kT:.5f} eV")
print(f"Logarithm ln(J0 t/N): {log_factor:.3f}")
print(f"Required barrier: {barrier:.3f} eV")
print(f"Required barrier: {barrier / HARTREE_EV:.4f} hartree")
print(f"Allowed nucleation rate: {law_flux:.3e} cm^-2 s^-1")
print(f"Barrier shift per decade: {decade_shift:.3f} eV")
print(f"Clean 1 cm^2 probability at target: {clean_probability:.3f}")
print(f"Stricter clean probability: {clean_goal:.2f}")
print(f"Mean density for stricter goal: {strict_density:.5f} cm^-2")
print(f"Barrier for stricter goal: {strict_barrier:.3f} eV")
print(f"Added barrier for stricter goal: {strict_barrier - barrier:.3f} eV")
print(f"Hotter mask temperature: {hot_temperature:.0f} K")
print(f"Density there, same barrier: {hot_density:.1f} cm^-2")
print(f"Model site density: {site_density:.1e} cm^-2")
print(f"Model driving energy D: {drive:.3f} eV per atom")
print(f"Model surface coefficient A: {surface:.4f} eV")
print(f"Critical size n*: {critical_size:.1f} atoms")
print(f"Zeldovich factor Z: {zeldovich:.4f}")
print(f"Attachment frequency w: {attachment:.3e} s^-1")
print(f"Largest size in chain: {largest_size} atoms")
print(f"Chain flux / rate law: {chain_flux / law_flux:.4f}")
print(f"Chain lag: {lag:.2e} s")
print(f"Chain density after 100 s: {chain_density:.4f} cm^-2")
print(f"Barrier found from chain: {chain_barrier:.4f} eV")
print(f"Driving energy raised by factor: {ratio:.2f}")
print(f"Rate gain, exponential alone: {exponential_gain:.1f}")
print(f"Rate gain, with Z change: {predicted_gain:.1f}")
print(f"Rate gain, full chain: {chain_gain:.1f}")
print("finished without a failed check")
```

Printed output:

```
Prefactor J0: 1.0e+20 cm^-2 s^-1
Duration: 100 s
Temperature: 900 K
Target mean density: 1 cm^-2
Thermal energy kT: 0.07756 eV
Logarithm ln(J0 t/N): 50.657
Required barrier: 3.929 eV
Required barrier: 0.1444 hartree
Allowed nucleation rate: 1.000e-02 cm^-2 s^-1
Barrier shift per decade: 0.179 eV
Clean 1 cm^2 probability at target: 0.368
Stricter clean probability: 0.99
Mean density for stricter goal: 0.01005 cm^-2
Barrier for stricter goal: 4.286 eV
Added barrier for stricter goal: 0.357 eV
Hotter mask temperature: 950 K
Density there, same barrier: 14.4 cm^-2
Model site density: 1.0e+15 cm^-2
Model driving energy D: 0.200 eV per atom
Model surface coefficient A: 1.0199 eV
Critical size n*: 39.3 atoms
Zeldovich factor Z: 0.0590
Attachment frequency w: 1.695e+06 s^-1
Largest size in chain: 150 atoms
Chain flux / rate law: 1.0006
Chain lag: 1.89e-04 s
Chain density after 100 s: 1.0006 cm^-2
Barrier found from chain: 3.9288 eV
Driving energy raised by factor: 1.05
Rate gain, exponential alone: 111.0
Rate gain, with Z change: 122.4
Rate gain, full chain: 122.4
finished without a failed check
```
